\section*{Why PBE underestimates the H + H2 barrier}

\section{The barrier and the fractional charges}

\textbf{Q.} I computed the barrier for $\mathrm{H+H_2\to H_2+H}$ with PBE and it came out far below the benchmark of 9.6 kcal/mol. I am told that the stretched transition state holds fractional charges. How low should PBE be, and does it really hold such charges?

\textbf{A.} Let me first fix what is compared. The nuclei are clamped and collinear, zero-point energy is left out, and
\begin{equation}
B=E(\mathrm{H_3})-E(\mathrm{H_2})-E(\mathrm{H}).
\end{equation}
I use one geometry for all methods: 1.40 bohr in H$_2$ and two equal bonds of 1.76 bohr in H$_3$. Differences between barriers then come from the electronic energy alone. With spin-unrestricted orbitals in the cc-pVTZ basis without its $d$ functions, PBE gives $B=3.74$ kcal/mol. In the larger aug-cc-pVTZ basis it is 3.64, so the second decimal is not converged.

As for the charges, the atoms are nearly neutral. What is fractional is the number of electrons of \emph{each spin} on each atom. A three-site orbital model shows this. Let an electron hop between neighbours with amplitude $-t$, where $t>0$, and take orthogonal site functions of equal energy. The coefficients obey
\begin{align}
-tc_2&=\varepsilon c_1, & -t(c_1+c_3)&=\varepsilon c_2, & -tc_2&=\varepsilon c_3 .
\end{align}
If $\varepsilon\ne0$, the outer equations give $c_1=c_3$ and $c_2=-\varepsilon c_1/t$. The middle one then gives $\varepsilon^2=2t^2$. The lowest level is $\varepsilon=-\sqrt2\,t$, with $c_2=\sqrt2\,c_1$. If $\varepsilon=0$, then $c_2=0$ and $c_3=-c_1$. After normalization,
\begin{equation}
\phi_g=\left(\tfrac12,\tfrac1{\sqrt2},\tfrac12\right),\qquad
\phi_u=\left(\tfrac1{\sqrt2},0,-\tfrac1{\sqrt2}\right).
\end{equation}
The two majority-spin electrons fill both orbitals, and the minority-spin electron fills $\phi_g$. Squaring and adding coefficients gives
\begin{equation}
f_\alpha=\left(\tfrac34,\tfrac12,\tfrac34\right),\qquad
f_\beta=\left(\tfrac14,\tfrac12,\tfrac14\right).
\end{equation}
Each atom has one electron in total. Mulliken populations from PBE are $(0.77,0.46,0.77)$ and $(0.21,0.58,0.21)$, with net charges of $+0.02$, $-0.04$ and $+0.02$ electron charges. These populations depend on the basis, but the pattern is that of the model.

\section{Why fractions upset a semilocal functional}

\textbf{Q.} H$_2$ also has half an electron of each spin on each atom. Why should fractions matter more in H$_3$?

\textbf{A.} Fractions alone do not settle it. The distance over which an electron is spread matters too. Consider a density $n$ holding one electron. It cannot repel itself, so the exact functional obeys
\begin{equation}
J[n]+E_{xc}[n,0]=0,\qquad
J[n]=\frac12\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'.
\end{equation}
The second argument of $E_{xc}$ is the density of the other spin. For PBE there is a remainder,
\begin{equation}
S[n]=J[n]+E_{xc}^{\mathrm{PBE}}[n,0].
\end{equation}
A negative $S$ means that PBE removes more than the self-repulsion and makes the energy too low.

Now put $f$ electrons on one hydrogen site, with density $fn_{\mathrm H}$. Both densities in $J$ acquire a factor $f$, so $J$ scales as $f^2$. Local exchange for one spin is proportional to $-\int n^{4/3}d\mathbf r$, so it scales as $f^{4/3}$. For a full hydrogen atom PBE nearly satisfies the one-electron condition: $S=0.39$ kcal/mol on the exact orbital as represented in the basis. Setting that small remainder to zero, and using the local-exchange scaling for the whole of $E_{xc}$, gives the estimate
\begin{equation}
S(f)\approx J_{\mathrm H}\left(f^2-f^{4/3}\right).
\label{scaling}
\end{equation}
It is negative for $0<f<1$, because $f^2<f^{4/3}$ there.

The prefactor follows from the 1s density $n_{\mathrm H}=e^{-2r}/\pi$ in atomic units. Its electrostatic potential is $1/r-e^{-2r}(1+1/r)$. Since $\int n_{\mathrm H}/r\,d\mathbf r=1$,
\begin{align}
J_{\mathrm H}
&=\frac12\left[1-4\int_0^\infty e^{-4r}(r^2+r)\,dr\right]\nonumber\\
&=\frac12\left[1-4\left(\frac1{32}+\frac1{16}\right)\right]
=\frac5{16}\,E_{\mathrm h}.
\end{align}
With $1\,E_{\mathrm h}=627.5$ kcal/mol, this is 196.1 kcal/mol. For $f=1/2$, Eq.~(\ref{scaling}) gives $-28.8$ kcal/mol. The full PBE expression gives $-31.9$ kcal/mol. Part of the difference has a known sign: the reduced density gradient grows as $f^{-1/3}$ when $f$ falls, and the PBE exchange enhancement grows with it.

\textbf{Q.} Does that one-site argument survive in a molecule?

\textbf{A.} It does when the sites are far apart. Share one electron equally between two protons at distance $R$, so that $n=n_A+n_B$ with half an electron in each part. For spherical parts that do not overlap,
\begin{align}
J[n]&=J[n_A]+J[n_B]+\frac{(1/2)(1/2)}R,\\
E_{xc}^{\mathrm{PBE}}[n,0]&=E_{xc}^{\mathrm{PBE}}[n_A,0]+E_{xc}^{\mathrm{PBE}}[n_B,0].
\end{align}
The factor $1/2$ in $J$ has cancelled against the two equal cross terms. The semilocal functional has no cross term, because it adds contributions from each point. Adding the two lines gives
\begin{equation}
S[n]\longrightarrow 2S[n_{\mathrm H}/2]+\frac1{4R}.
\end{equation}
At $R=10$ bohr the last term is $0.025\,E_{\mathrm h}=15.7$ kcal/mol, so the limit is $2(-31.86)+15.69=-48.0$ kcal/mol. Direct evaluation on the H$_2^+$ orbital gives $-47.9$ kcal/mol.

At shorter distances the site densities overlap and this limit no longer applies. Direct evaluation then gives
\begin{center}
\begin{tabular}{cc}
$R$ (bohr) & $S$ (kcal/mol)\\
1.40 & $0.2$\\
1.76 & $-2.0$\\
3.52 & $-15.2$\\
10.00 & $-47.9$
\end{tabular}
\end{center}
In aug-cc-pVTZ these values become $0.3$, $-1.9$, $-14.6$ and $-47.6$, a shift of up to 0.6 kcal/mol. The first distance is the bond in H$_2$. The next two are the bond and the end-to-end length of H$_3$. Half an electron on each proton does little harm at 1.40 bohr and much harm when the protons are apart.

The exact exchange hole explains the trend. For a one-electron spin channel the hole around any point is $-n(\mathbf r')$. It extends over all the centres the electron visits. A semilocal functional knows the density and its gradient at the reference point, and cannot tell how much of the electron sits on a distant centre.

\textbf{Q.} Does the third centre add anything beyond distance?

\textbf{A.} In the limit of wide separation, Eq.~(\ref{scaling}) can be summed over sites. Two halves give
\begin{equation}
J_{\mathrm H}\left[2\left(\tfrac14\right)-2\left(\tfrac12\right)^{4/3}\right]
=-57.6\ \text{kcal/mol}.
\end{equation}
The minority-spin pattern $(1/4,1/2,1/4)$ gives
\begin{equation}
J_{\mathrm H}\left[\tfrac38-\left(\tfrac12\right)^{4/3}
-2\left(\tfrac14\right)^{4/3}\right]=-66.1\ \text{kcal/mol}.
\end{equation}
The extra division therefore makes the error more negative in this estimate. These numbers belong to the separated limit and are far larger than the errors at the saddle. There, on PBE orbitals, $S=-5.60$ kcal/mol for the minority electron of H$_3$, against $-1.27$ kcal/mol for each electron of H$_2$.

\section{From the one-electron error to the barrier}

\textbf{Q.} How much of the missing barrier is due to exchange?

\textbf{A.} That needs a reference treated in a comparable basis. In full cc-pVTZ I used UCCSD(T) for H$_3$, full configuration interaction for H$_2$ and Hartree--Fock for the one-electron atom. The result is 10.01 kcal/mol. It is 0.4 above your benchmark and retains errors from the finite basis, the approximate triples and the chosen geometry. Relative to it, PBE is low by 6.27 kcal/mol. The two bases differ by the $d$ functions: full configuration interaction without them gives 10.39 kcal/mol, and against that value PBE is low by 6.65. Comparisons with the reference below carry this uncertainty of about 0.4 kcal/mol.

Exchange acts between electrons of equal spin, so it separates:
\begin{equation}
E_x[n_\alpha,n_\beta]=E_x[n_\alpha,0]+E_x[0,n_\beta].
\end{equation}
On PBE orbitals, PBE minus exact exchange is, in kcal/mol,
\begin{center}
\begin{tabular}{lcc}
 & majority & minority\\
H & $3.44$ & $0$\\
H$_2$ & $2.85$ & $2.85$\\
H$_3$ & $2.38$ & $-1.65$
\end{tabular}
\end{center}
Subtracting the reactants gives
\begin{align}
\Delta_\alpha&=2.38-2.85-3.44=-3.91,\\
\Delta_\beta&=-1.65-2.85=-4.50 .
\end{align}
Their sum, from unrounded values, is $-8.42$ kcal/mol. Summed over spins, PBE exchange is too weak in all three species: by $3.44+2(2.85)=9.14$ kcal/mol in the reactants, but by only $2.38-1.65=0.73$ kcal/mol at the saddle. Most of this positive error is therefore not carried over to the saddle. In the minority channel it even changes sign. The barrier responds to that imbalance. The separate entries depend on the basis: in aug-cc-pVTZ the H entry is 3.21, the H$_3$ majority entry is 2.09 and the saddle sum is 0.43, while the total moves only to $-8.48$ kcal/mol.

\textbf{Q.} But $-8.42$ is larger in size than the total error. What goes the other way?

\textbf{A.} Mix in a fraction $a$ of exact exchange and keep PBE correlation:
\begin{equation}
E_a=T+V+J+aE_x^{\mathrm{exact}}+(1-a)E_x^{\mathrm{PBE}}+E_c^{\mathrm{PBE}}.
\end{equation}
Here $T$ is the kinetic energy of the determinant, and $V$ contains the nuclear attraction and repulsion. On fixed PBE orbitals, going from $a=0$ to $a=1$ raises the barrier by 8.42, from 3.74 to 12.16 kcal/mol. Letting the orbitals relax at $a=1$ lowers it to 10.52. That is 0.51 above the reference, but only 0.13 above full configuration interaction in the same basis. The PBE error is therefore
\begin{equation}
-8.42+(12.16-10.52)+0.51=-6.27\ \text{kcal/mol}.
\end{equation}
The order of these changes is a choice, and another order would divide the total differently. Exchange is the large negative term in this one.

\textbf{Q.} Could the fault lie in the PBE density rather than in the functional?

\textbf{A.} Hardly. PBE evaluated on the orbitals of the $a=1$ calculation gives 5.17 kcal/mol, which is 1.43 higher than self-consistent PBE and still 4.84 below the reference. This gain does not come from a better density. Measured against full configuration interaction in the same basis, the spin densities of H$_3$ deviate by an integrated 0.13 electrons at $a=1$ and by only 0.06 with PBE. On orbitals fitted to reproduce the full-CI spin densities, the PBE barrier falls by about 0.15 kcal/mol. The error lies in the functional, and the rise on the $a=1$ density is a partial cancellation of errors.

\textbf{Q.} What happens if you remove the self-interaction and change nothing else?

\textbf{A.} The Perdew--Zunger correction subtracts $S$ for each occupied orbital:
\begin{equation}
B_{\mathrm{SIC}}=B_{\mathrm{PBE}}-\Delta\sum_iS[n_i],
\end{equation}
where $\Delta$ means H$_3$ minus the reactants. The correction depends on how the occupied orbitals are combined. For the majority spin of H$_3$ I use $(\phi_g\pm\phi_u)/\sqrt2$, which leaves the total density unchanged. In the site model, one of these has populations
\begin{equation}
\left(\frac{3+2\sqrt2}{8},\ \frac14,\ \frac{3-2\sqrt2}{8}\right)
\approx(0.73,0.25,0.02),
\end{equation}
and the other is its mirror image. Each electron is mostly on one end atom, and its $S$ is $-2.57$ kcal/mol, smaller in size than that of the minority electron. Let $S_{\mathrm H}$ be the value for the PBE orbital of the free atom. Direct evaluation of the whole sum gives $-8.06$ kcal/mol, which implies that $S_{\mathrm H}$ lies between $-0.1$ and $-0.2$ kcal/mol:
\begin{align}
\Delta\sum_iS[n_i]
&=[2(-2.57)-5.60]-[2(-1.27)+S_{\mathrm H}]\nonumber\\
&=-8.20-S_{\mathrm H}=-8.06\ \text{kcal/mol}.
\end{align}
The corrected barrier is $3.74+8.06=11.80$ kcal/mol. With this localized choice of orbitals, removing self-interaction lifts the barrier and overshoots the reference by 1.8 kcal/mol. Another combination of the same orbitals can give a very different correction: the unmixed $\phi_g$ and $\phi_u$ give $-42.9$ kcal/mol in place of $-8.06$. Among mixing angles of 0, 15, 30 and 45 degrees, the localized pair gives the lowest corrected energy. In aug-cc-pVTZ, $S_{\mathrm H}$ is $-0.38$, the localized value is $-2.73$ and the sum is $-8.17$, while the corrected barrier stays at 11.8 kcal/mol. The orbitals were not reoptimized, so this is a diagnosis and not a self-consistent corrected barrier. The number $-8.06$ also differs in meaning from $-8.42$: it includes the spurious correlation of single electrons and omits exchange between different orbitals.

\section{The plot against 9.6 kcal/mol}

\textbf{Q.} How does the barrier change with the exact-exchange fraction?

\textbf{A.} Each row below is self-consistent. The columns are $a$ and $B$ in kcal/mol; the star marks $B$, and the vertical bar marks 9.6.
\begin{verbatim}
0.000   3.74        *           |
0.250   5.73            *       |
0.500   7.51                *   |
0.750   9.10                   *|
1.000  10.52                    | *
\end{verbatim}
The slope can be read from exchange energies. Let $\theta$ denote the orbital parameters. Then
\begin{equation}
\frac{dE_a}{da}=\frac{\partial E_a}{\partial a}
+\frac{\partial E_a}{\partial\theta}\frac{d\theta}{da}
=E_x^{\mathrm{exact}}-E_x^{\mathrm{PBE}} .
\end{equation}
The second term vanishes because the self-consistent energy is stationary under allowed orbital changes. Taking saddle minus reactants,
\begin{equation}
\frac{dB}{da}=\Delta\left(E_x^{\mathrm{exact}}-E_x^{\mathrm{PBE}}\right).
\end{equation}
The slope is 8.42 kcal/mol per unit $a$ at $a=0$ and 6.72 at $a=0.5$. The curve flattens as the orbitals adapt. The tangent at $a=0$ reaches 12.16 at $a=1$, which is the fixed-orbital value found above.

\textbf{Q.} So should I use the fraction at which the curve crosses your bar?

\textbf{A.} Not as a general rule. Spline interpolation puts the crossing at $a\approx0.84$. Between the last two points the slope is $(10.52-9.10)/0.25=5.7$ kcal/mol per unit $a$. Aiming at the finite-basis reference, 0.41 higher, would move the crossing by about $0.41/5.7=0.07$, to roughly 0.91. The fitted fraction thus depends on a few tenths of a kcal/mol in the target.

Exact exchange without suitable correlation is no remedy either. Unrestricted Hartree--Fock gives 17.6 kcal/mol in the same basis. Adding PBE correlation self-consistently brings this down to 10.5. The good result near $a=1$ needs both parts, and one reaction does not show that they will balance elsewhere.

\textbf{Q.} If I pull the three atoms far apart, does the delocalized state win by an ever larger margin?

\textbf{A.} No, because $S$ is an error and not the whole energy. Compare the fractional pattern with three atoms of alternating spin, $\uparrow\downarrow\uparrow$. At wide separation each site has the same total density in both cases, so the kinetic, nuclear and Hartree energies agree. With local exchange, and with correlation neglected, the fractional state lies higher by
\begin{equation}
J_{\mathrm H}\left[3-\sum_A\left(f_{\alpha A}^{4/3}+f_{\beta A}^{4/3}\right)\right]
\approx0.53\,J_{\mathrm H}\approx104\ \text{kcal/mol}.
\end{equation}
I have again set the exchange energy of one atom to $-J_{\mathrm H}$. The estimate overstates the size: on the 1s density PBE exchange gives 84 kcal/mol, and PBE exchange with correlation gives 69, with the same sign. In this limit an unrestricted calculation can lower its energy by giving each atom a whole electron of one spin. The fractional spin populations belong to the bonded saddle, where hopping between the atoms pays for them. There the minority-spin electron is spread over three centres, and the summed one-electron errors of H$_3$ are more negative than those of the reactants. This helps to make the PBE barrier too low.
